# Sign of the four-gamma trace with γ₅: conventions and consequences, part 2

This exchange concerns the sign of the trace of four gamma matrices with \(\gamma_5\). The \(4\times4\) matrices obey
\[
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2\kappa\,\eta^{\mu\nu}\,\mathbb 1 ,\qquad \kappa=\pm1 ,
\]
with \(\eta\) of either signature. The other conventions are
\[
\Gamma=\gamma^0\gamma^1\gamma^2\gamma^3,\qquad \gamma_5=s\,i\,\Gamma,\qquad \epsilon^{\mu\nu\rho\sigma}=e\,[\mu\nu\rho\sigma],
\]
with \(s=\pm1\), \(e=\pm1\) and \([\mu\nu\rho\sigma]\) the permutation symbol, \([0123]=+1\). Indices are lowered with \(\eta\), so \(\epsilon_{\mu\nu\rho\sigma}=-e\,[\mu\nu\rho\sigma]\). Also \(\not{a}=\gamma^\mu a_\mu\).

It was shown that \(\gamma_5\) anticommutes with every \(\gamma^\mu\), that \(\gamma_5^2=\mathbb 1\), that \(\gamma_5\) and \(\gamma^\mu\gamma^\nu\gamma_5\) are traceless, and that \(T^{\mu\nu\rho\sigma}=\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_5)\) is totally antisymmetric, with
\[
\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_5)=-4is\,[\mu\nu\rho\sigma]=C\,\epsilon^{\mu\nu\rho\sigma},\qquad C=-4i\,s\,e .
\]
For \(s=+1\), \(e=-1\) the coefficient is therefore \(+4i\); the questioner's \(-4i\) is wrong there.

In the Euclidean case, \(\gamma^E_4=\gamma^0\), \(\gamma^E_j=f\,i\,\gamma^j\) with \(f=\pm1\), and \(\gamma_5^E=\gamma^E_1\gamma^E_2\gamma^E_3\gamma^E_4\) give
\[
\mathrm{tr}(\gamma^E_a\gamma^E_b\gamma^E_c\gamma^E_d\gamma^E_5)=4\,[abcd],\qquad [1234]=+1 ,
\]
without a factor \(i\).

The example uses the dimensionless vectors \(a^\mu=(3,1,0,2)\), \(b^\mu=(2,0,1,1)\), \(c^\mu=(1,1,1,0)\), \(d^\mu=(5,0,2,1)\) in signature \((+,-,-,-)\). A program checks the results by multiplying explicit matrices. In its printed output, A to E label sets of conventions, and `k` in that table is \(\kappa\).

The question now to be answered is whether a wrong sign changes any result, given that two such traces are often multiplied together.

**A.** In the product worked out here, \(\mathrm{tr}[\not{a}\gamma^\mu\not{b}\gamma^\nu(1+\chi_1\gamma_5)]\,\mathrm{tr}[\not{c}\gamma_\mu\not{d}\gamma_\nu(1+\chi_2\gamma_5)]\), the overall sign drops out. From here on \(\eta=(+,-,-,-)\) and \(\kappa=+1\). Three ingredients are needed.

The first is the trace without \(\gamma_5\). Moving \(\gamma^\alpha\) to the right through three gammas gives
\[
\gamma^\alpha\gamma^\mu\gamma^\beta\gamma^\nu=2\eta^{\alpha\mu}\gamma^\beta\gamma^\nu-2\eta^{\alpha\beta}\gamma^\mu\gamma^\nu+2\eta^{\alpha\nu}\gamma^\mu\gamma^\beta-\gamma^\mu\gamma^\beta\gamma^\nu\gamma^\alpha .
\]
Under the trace the last term is minus the left-hand side, by cyclicity, and \(\mathrm{tr}(\gamma^\mu\gamma^\nu)=\frac12\mathrm{tr}\{\gamma^\mu,\gamma^\nu\}=4\eta^{\mu\nu}\). Dividing by two,
\[
\mathrm{tr}(\gamma^\alpha\gamma^\mu\gamma^\beta\gamma^\nu)=4(\eta^{\alpha\mu}\eta^{\beta\nu}-\eta^{\alpha\beta}\eta^{\mu\nu}+\eta^{\alpha\nu}\eta^{\mu\beta}).
\]
Contracting with \(a_\alpha b_\beta\) and adding the \(\gamma_5\) trace, for \(\chi=\pm1\),
\[
\mathrm{tr}[\not{a}\gamma^\mu\not{b}\gamma^\nu(1+\chi\gamma_5)]=S^{\mu\nu}(a,b)+\chi A^{\mu\nu}(a,b),
\]
\[
S^{\mu\nu}=4(a^\mu b^\nu+a^\nu b^\mu-\eta^{\mu\nu}\,a\!\cdot\! b),\qquad A^{\mu\nu}=C\,a_\alpha b_\beta\,\epsilon^{\alpha\mu\beta\nu}.
\]
\(S\) is symmetric in \(\mu\nu\) and \(A\) antisymmetric, so the cross terms \(S^{\mu\nu}A_{\mu\nu}\) vanish.

The second is the product of the symmetric parts. Put \(X=(a\cdot c)(b\cdot d)\), \(Y=(a\cdot d)(b\cdot c)\), \(Z=(a\cdot b)(c\cdot d)\). The vector terms contract to \(2X+2Y\). Each metric term contracted with the opposite vector terms gives \(-2Z\), and the two metric terms give \(\eta^{\mu\nu}\eta_{\mu\nu}Z=4Z\). The \(Z\) terms cancel, and \(S^{\mu\nu}(a,b)S_{\mu\nu}(c,d)=32(X+Y)\).

The third is the contraction of two epsilons. Upper times lower gives \(e\cdot(-e)=-1\), so \(\epsilon^{\alpha\beta\mu\nu}\epsilon_{\rho\sigma\mu\nu}=-\sum_{\mu\nu}[\alpha\beta\mu\nu][\rho\sigma\mu\nu]\). For \(\alpha\ne\beta\) the pair \(\mu\nu\) must be the two remaining indices, in two possible orders, and then \(\rho\sigma\) must be \(\alpha\beta\) (each order gives \(+1\)) or \(\beta\alpha\) (each gives \(-1\)). Hence, for either \(e\),
\[
\epsilon^{\alpha\beta\mu\nu}\epsilon_{\rho\sigma\mu\nu}=-2(\delta^\alpha_\rho\delta^\beta_\sigma-\delta^\alpha_\sigma\delta^\beta_\rho).
\]
In \(A^{\mu\nu}(a,b)A_{\mu\nu}(c,d)=C^2a_\alpha b_\beta c^\rho d^\sigma\,\epsilon^{\alpha\mu\beta\nu}\epsilon_{\rho\mu\sigma\nu}\) each epsilon needs one swap of its middle indices, and the two signs cancel. With \(C^2=-16\) the result is \((-16)(-2)(X-Y)=32(X-Y)\). Altogether
\[
(S+\chi_1A)^{\mu\nu}(S+\chi_2A)_{\mu\nu}=32(X+Y)+32\,\chi_1\chi_2\,(X-Y),
\]
which is \(64X\) for equal \(\chi\) and \(64Y\) for opposite \(\chi\). Only \(C^2\) enters, so in this product the same wrong sign in both traces is invisible, while a wrong sign in one trace alone exchanges \(X\) and \(Y\). This rests on the symmetry of \(S\): for the order \(\not{a}\gamma^\mu\gamma^\nu\not{b}\) the part without \(\gamma_5\) contains the antisymmetric piece \(4(a^\mu b^\nu-a^\nu b^\mu)\), whose contraction with \(A_{\mu\nu}(c,d)\) is linear in \(C\). For the vectors above \(a\cdot c=2\), \(b\cdot d=7\), \(a\cdot d=13\), \(b\cdot c=1\), and the direct matrix products are \(64\cdot2\cdot7=896\) and \(64\cdot13\cdot1=832\). The program tests that both signs of \(C\) reproduce these two numbers.

**Q.** Then I want a quantity that is linear in the trace and whose sign is fixed by physics, not by a definition.

**A.** The current of a massless fermion of definite helicity is such a quantity. Use \(\hbar=c=1\), energies in GeV, and a representation with \(\gamma^0\) Hermitian and \(\gamma^j\) anti-Hermitian. Define \(\alpha^j=\gamma^0\gamma^j\). These are Hermitian, because \((\gamma^0\gamma^j)^\dagger=-\gamma^j\gamma^0=\gamma^0\gamma^j\), and \(\alpha^i\alpha^j=\gamma^0\gamma^i\gamma^0\gamma^j=-\gamma^i\gamma^j\) gives \(\{\alpha^i,\alpha^j\}=2\delta^{ij}\). The massless Dirac equation \(\not{k}u=(E\gamma^0-\gamma^jk^j)u=0\), multiplied by \(\gamma^0\), reads \(\boldsymbol\alpha\cdot\mathbf n\,u=u\), with \(\mathbf k=E\,\mathbf n\) and \(E>0\).

The spin operator can be fixed without \(\gamma_5\) or \(\epsilon\). Let \(\Sigma^1=i\gamma^2\gamma^3\), \(\Sigma^2=i\gamma^3\gamma^1\), \(\Sigma^3=i\gamma^1\gamma^2\) and \(\mathbf S=\boldsymbol\Sigma/2\). With \((\gamma^3)^2=-1\),
\[
\Sigma^1\Sigma^2=-\gamma^2\gamma^3\gamma^3\gamma^1=\gamma^2\gamma^1=i\Sigma^3,\qquad
\Sigma^2\Sigma^1=-\gamma^3\gamma^1\gamma^2\gamma^3=\gamma^1\gamma^2=-i\Sigma^3,
\]
so \([S_1,S_2]=iS_3\); the matrices \(-\mathbf S\) would violate this relation. Further,
\[
\Sigma^3\alpha^1=i\gamma^0\gamma^1\gamma^2\gamma^1=i\alpha^2=-\alpha^1\Sigma^3,\qquad
\Sigma^3\alpha^2=i\gamma^0\gamma^1\gamma^2\gamma^2=-i\alpha^1=-\alpha^2\Sigma^3,
\]
so \([S_3,\alpha^1]=i\alpha^2\) and \([S_3,\alpha^2]=-i\alpha^1\), while \([S_3,\alpha^3]=0\) since \(\gamma^0\) and \(\gamma^3\) each commute with \(\gamma^1\gamma^2\). For \(H=\boldsymbol\alpha\cdot\mathbf p\) this gives \([S_3,H]=i\alpha^2p_x-i\alpha^1p_y\). The orbital operator \(L_3=xp_y-yp_x\), with \([x,p_x]=[y,p_y]=i\), gives \([L_3,H]=i\alpha^1p_y-i\alpha^2p_x\). The sum \(J_3=L_3+S_3\) commutes with \(H\), while \(L_3-S_3\) does not. Multiples of \(\mathbb 1\) and of \(\Gamma\) also commute with this \(H\) and could be added to \(S_3\), but they commute with \(\mathbf S\) as well, so the relation \([S_1,S_2]=iS_3\) excludes them. The two conditions together identify \(\mathbf S\) as the spin, sign included.

**Q.** Where does \(\gamma_5\) come in?

**A.** Through the product
\[
i\Gamma\alpha^3=i\gamma^0\gamma^1\gamma^2\gamma^3\gamma^0\gamma^3=(-1)^3\,i\,(\gamma^0)^2\gamma^1\gamma^2(\gamma^3)^2=i\gamma^1\gamma^2=\Sigma^3 .
\]
Cyclic permutations of the three spatial gammas are even and leave \(\Gamma\) unchanged, so the same holds for \(j=1,2\). With \(i\Gamma=s\gamma_5\) this is \(\boldsymbol\Sigma=s\gamma_5\boldsymbol\alpha\). Let \(h=\pm1\) be the helicity sign, \(\boldsymbol\Sigma\cdot\mathbf n\,u=h\,u\). Then \(h\,u=s\gamma_5\,\boldsymbol\alpha\cdot\mathbf n\,u=s\gamma_5u\), that is
\[
\gamma_5u=\chi u,\qquad \chi=s\,h .
\]
This is the physical content of \(s\): for \(s=+1\) the eigenvalue of \(\gamma_5\) equals the helicity sign of a massless positive-energy spinor. It needs zero mass. With a mass term \(Eu=(\boldsymbol\alpha\cdot\mathbf k+m\gamma^0)u\), and since \(\gamma^0\) anticommutes with \(\gamma_5\), a helicity spinor is no longer an eigenvector of \(\gamma_5\). The trace identity itself does not involve the mass.

Next comes the matrix \(u\bar u\), with \(\bar u=u^\dagger\gamma^0\) and normalization \(u^\dagger u=2E\). The matrix \(\gamma_5\) is Hermitian: \(\Gamma^\dagger=-\gamma^3\gamma^2\gamma^1\gamma^0=-\Gamma\), since reversal takes six swaps, and the factor \(i\) supplies a second minus sign. The matrices \(\frac12(1+\chi\gamma_5)\) and \(\frac12(1+\boldsymbol\alpha\cdot\mathbf n)\) are Hermitian projectors, because \(\gamma_5^2=(\boldsymbol\alpha\cdot\mathbf n)^2=1\), and they commute, because \(\alpha^j\) contains two gammas. Their product is a Hermitian projector with trace \(\frac14\cdot4=1\), since \(\gamma_5\), \(\gamma^0\gamma^j\) and \(\gamma_5\gamma^0\gamma^j\) are traceless. It leaves \(u\) fixed, so it equals \(uu^\dagger/2E\). Multiplying by \(2E\gamma^0\) on the right and using \(\gamma^0\gamma^j\gamma^0=-\gamma^j\),
\[
u\bar u=\tfrac12(1+\chi\gamma_5)(E\gamma^0-\gamma^jk^j)=\tfrac12(1+\chi\gamma_5)\not{k}.
\]

**Q.** And the observable?

**A.** Let \(u\) and \(u'\) have momenta \(k\), \(k'\) and the same helicity sign \(h\), and define \(L^{\mu\nu}=(\bar u'\gamma^\mu u)(\bar u'\gamma^\nu u)^*\). From the hermiticity assumptions \(\gamma^0\gamma^{\nu\dagger}\gamma^0=\gamma^\nu\), so \((\bar u'\gamma^\nu u)^*=u^\dagger\gamma^{\nu\dagger}\gamma^0u'=\bar u\gamma^\nu u'\), and
\[
L^{\mu\nu}=\mathrm{tr}[u'\bar u'\gamma^\mu u\bar u\gamma^\nu]=\tfrac14\mathrm{tr}[(1+\chi\gamma_5)\not{k}'\gamma^\mu(1+\chi\gamma_5)\not{k}\gamma^\nu].
\]
The factor \(1+\chi\gamma_5\) commutes with any product of two gammas, and \((1+\chi\gamma_5)^2=2(1+\chi\gamma_5)\). For opposite helicities the product would be \((1-\chi\gamma_5)(1+\chi\gamma_5)=0\), which is why equal helicities were taken. Moving the factors together and then to the right end,
\[
L^{\mu\nu}=\tfrac12\mathrm{tr}[\not{k}'\gamma^\mu\not{k}\gamma^\nu(1+\chi\gamma_5)]
=2(k'^\mu k^\nu+k'^\nu k^\mu-\eta^{\mu\nu}k\!\cdot\!k')-2ih\,k'_\alpha k_\beta\,[\alpha\mu\beta\nu].
\]
The last coefficient is \(\frac12\chi C\,\epsilon=\frac12(sh)(-4ise)\,e\,[\;]=-2ih\,[\;]\). Both \(s\) and \(e\) appear squared and drop out, as they must for a quantity defined without them.

Contract with the circular vector \(\xi^\mu=(0,1,i\lambda,0)/\sqrt2\), \(\lambda=\pm1\), to form \(W_\lambda=|\bar u'\gamma^\mu u\,\xi_\mu|^2=L^{\mu\nu}\xi_\mu\xi^*_\nu\). Lowering gives a minus sign on \(\xi\) and on \(\xi^*\), and these cancel:
\[
W_\lambda=\tfrac12\left[L^{11}+L^{22}-i\lambda L^{12}+i\lambda L^{21}\right]=\tfrac12(L^{11}+L^{22})-i\lambda L_A,\qquad L_A=\tfrac12(L^{12}-L^{21}).
\]
Let \(\theta,\theta'\) be the polar angles of \(\mathbf k,\mathbf k'\). With \(\eta^{11}=\eta^{22}=-1\),
\[
\tfrac12(L^{11}+L^{22})=2(k'^1k^1+k'^2k^2+k\!\cdot\!k')=2(EE'-k^3k'^3)=2EE'(1-\cos\theta\cos\theta').
\]
In \(L_A=-2ih\,k'_\alpha k_\beta[\alpha1\beta2]\) the indices \(\alpha,\beta\) must be \(0\) and \(3\). One swap gives \([0132]=-1\), and exchanging \(0\) with \(3\) gives \([3102]=+1\). With \(k_3=-E\cos\theta\) and \(k'_3=-E'\cos\theta'\),
\[
L_A=-2ih\,(-k'_0k_3+k'_3k_0)=-2ih\,EE'(\cos\theta-\cos\theta').
\]
Since \((-i\lambda)(-2ih)=-2h\lambda\), and \((h\lambda)^2=1\) allows the sum to be factorized,
\[
W_\lambda=2EE'\left[1-\cos\theta\cos\theta'-h\lambda(\cos\theta-\cos\theta')\right]=2EE'(1-h\lambda\cos\theta)(1+h\lambda\cos\theta').
\]
The azimuths have dropped out. A wrong sign of \(C\) reverses \(L_A\) and so exchanges \(W_+\) with \(W_-\). The exchange is invisible only when \(\cos\theta=\cos\theta'\), or when one averages over \(h\) or over \(\lambda\).

**Q.** That formula was derived from the trace. What decides independently which of \(W_+\) and \(W_-\) is right?

**A.** Angular momentum decides it in the case of back-scattering along \(z\), \(\theta=0\), \(\theta'=\pi\). The amplitude is
\[
\bar u'\gamma^\mu u\,\xi_\mu=-u'^\dagger\alpha_\lambda u/\sqrt2,\qquad \alpha_\lambda=\alpha^1+i\lambda\alpha^2 ,
\]
and the commutators found above give \([S_3,\alpha_\lambda]=i\alpha^2+\lambda\alpha^1=\lambda\,\alpha_\lambda\). For motion along \(+z\) the helicity condition is \(S_3u=m\,u\) with \(m=h/2\); for motion along \(-z\) it is \(S_3u'=m'u'\) with \(m'=-h/2\). Sandwiching the commutator gives \((m'-m-\lambda)\,u'^\dagger\alpha_\lambda u=0\). With \(m'-m=-h\) the amplitude vanishes unless \(\lambda=-h\). The formula agrees: at these angles \(W_\lambda=2EE'(1-h\lambda)^2\), which is zero for \(\lambda=h\) and \(8EE'\) for \(\lambda=-h\). The opposite sign of the trace would put all the strength into the forbidden \(\lambda\). This argument used neither \(\gamma_5\) nor \(\epsilon\).

**Q.** What do the numbers look like?

**A.** The inputs are round model values for a massless fermion with \(h=-1\). The spinors are obtained by diagonalizing \(\boldsymbol\alpha\cdot\mathbf n+\frac h2\boldsymbol\Sigma\cdot\mathbf n\), whose highest eigenvector has positive energy and helicity sign \(h\), so this side of the comparison contains no trace formula.

For back-scattering with \(E=E'=1\) GeV, \(k=(1,0,0,1)\) GeV and \(k'=(1,0,0,-1)\) GeV. The spin projection goes from \(-0.50\) to \(+0.50\), a change of \(+1\) in units of \(\hbar\), so \(\lambda=+1\) is allowed. Here \(k\cdot k'=2\) GeV², \(\frac12(L^{11}+L^{22})=4\) GeV² and \(L_A=4i\) GeV², so \(W_\lambda=4-i\lambda\cdot4i=4+4\lambda\) in GeV². The spinors give \(W_+=8\) GeV² and \(W_-=0\), an asymmetry \((W_+-W_-)/(W_++W_-)=1\). With \(s=+1\), \(e=-1\), the coefficient \(+4i\) reproduces these values, and the coefficient \(-4i\) gives \(W_+=0\), \(W_-=8\) GeV².

For an oblique case take \(E=2\) GeV, \(\theta=60^\circ\), \(\phi=0\), and \(E'=1\) GeV, \(\theta'=120^\circ\), \(\phi'=90^\circ\), so that \(k=(2,\,1.732,\,0,\,1)\) GeV and \(k'=(1,\,0,\,0.866,\,-0.5)\) GeV. The transverse momenta are perpendicular, so \(k\cdot k'=2\cdot1-1\cdot(-0.5)=2.5\) GeV² and \(\frac12(L^{11}+L^{22})=2\cdot2.5=5\) GeV². The antisymmetric part is \(L_A=-2i(-1)(2\cdot1)(0.5+0.5)=4i\) GeV². Then \(W_\lambda=5+4\lambda\), that is \(W_+=9\) GeV² and \(W_-=1\) GeV², which are the values obtained from the spinors. The asymmetry is \((9-1)/(9+1)=0.8\). The coefficient \(-4i\) with \(s=+1\), \(e=-1\) gives \(W_+=1\) GeV² and \(W_-=9\) GeV². Since the wrong sign only exchanges \(W_+\) and \(W_-\), both stay non-negative at every angle, and positivity alone cannot reveal the error; here the spinors do. The equality of \(L_A\) in the two examples comes from the inputs: \(EE'(\cos\theta-\cos\theta')\) is \(1\cdot2\) in the first and \(2\cdot1\) in the second.

**Q.** Under what conditions does the trace formula itself fail?

**A.** The derivation shows which assumptions carry weight. The factor \(4\) is \(\mathrm{tr}\,\mathbb 1\); for larger matrices obeying the same algebra, with \(\gamma_5\) still defined as \(si\Gamma\), the coefficient is \(-ise\,\mathrm{tr}\,\mathbb 1\). The factor \(i\) belongs to \(\det\eta=-1\), as the Euclidean case showed.

The dimension four is essential. Suppose, as one might in dimensional regularization, that \(\gamma_\alpha\gamma^\alpha=d\), that some \(\gamma_5\) anticommutes with all gammas, and that the trace is cyclic (\(\kappa=+1\)). For a product \(M\) of gammas, cyclicity and one anticommutation give
\[
d\,\mathrm{tr}(M\gamma_5)=\mathrm{tr}(\gamma_\alpha\gamma^\alpha M\gamma_5)=\mathrm{tr}(\gamma^\alpha M\gamma_5\gamma_\alpha)=-\mathrm{tr}(\gamma^\alpha M\gamma_\alpha\gamma_5).
\]
For \(M=\mathbb 1\) this says \(2d\,\mathrm{tr}\,\gamma_5=0\). For \(M=\gamma^\mu\gamma^\nu\), moving \(\gamma^\alpha\) to the right gives \(\gamma^\alpha M\gamma_\alpha=2\gamma^\nu\gamma^\mu-2\gamma^\mu\gamma^\nu+dM\). The trace \(t^{\mu\nu}=\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma_5)\) is antisymmetric once \(\mathrm{tr}\,\gamma_5=0\), so \(d\,t=-(d-4)\,t\), or \((2d-4)\,t=0\). For \(d\neq0,2\) the trace \(T\) is therefore totally antisymmetric, as before. For four gammas,
\[
\gamma^\alpha M\gamma_\alpha=2\gamma^\nu\gamma^\rho\gamma^\sigma\gamma^\mu-2\gamma^\mu\gamma^\rho\gamma^\sigma\gamma^\nu+2\gamma^\mu\gamma^\nu\gamma^\sigma\gamma^\rho-2\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma+dM .
\]
Restoring the order \(\mu\nu\rho\sigma\) takes three, two, one and zero swaps in the first four terms, so each contributes \(-2T\). Then \(d\,T=-(d-8)\,T\), that is
\[
(2d-8)\,T^{\mu\nu\rho\sigma}=0 .
\]
At \(d=4\) this is no restriction. For \(d\neq0,2,4\) it forces \(T=0\), so at such \(d\), in particular near but not at \(d=4\), a nonzero four-gamma trace requires giving up either the full anticommutation of \(\gamma_5\) or the cyclicity of the trace.

## Values computed for the example and the checks

```
Convention table (dimensionless): T^0123, coefficient of eps, eps_0123
A +--- k=+ s=+ e=+ +0.0000-4.0000i +0.0000-4.0000i -1
B +--- k=+ s=+ e=- +0.0000-4.0000i +0.0000+4.0000i +1
C -+++ k=+ s=- e=+ +0.0000+4.0000i +0.0000+4.0000i -1
D -+++ k=- s=+ e=+ +0.0000-4.0000i +0.0000-4.0000i -1
E +--- k=+ s=- e=- +0.0000+4.0000i +0.0000-4.0000i +1
Euclid g_j=-1i g^j: T_1234 = +4.0000+0.0000i, g5E/(i Gamma) = -1.0000+0.0000i
Euclid g_j=+1i g^j: T_1234 = +4.0000+0.0000i, g5E/(i Gamma) = +1.0000+0.0000i
vectors a,b,c,d (upper, dimensionless): [[3, 1, 0, 2], [2, 0, 1, 1], [1, 1, 1, 0], [5, 0, 2, 1]]
det upper = +7.0000, det lower = -7.0000
eps contraction with lower components, e=+1: -7.0000
eps contraction with lower components, e=-1: +7.0000
tr(a b c d gamma5), s=+1: +0.0000+28.0000i
a.c=2 b.d=7 a.d=13 b.c=1
trace product (1-g5)(1-g5) = 896.0000
trace product (1-g5)(1+g5) = 832.0000
oblique: h=-1, E=2 GeV, theta=60 deg, phi=0 deg; E'=1 GeV, theta'=120 deg, phi'=90 deg
  k  (GeV) = [2.     1.7321 0.     1.    ]  k' (GeV) = [ 1.     0.     0.866 -0.5  ]
  k.k' = 2.5000 GeV^2, (L11+L22)/2 = 5.0000 GeV^2
  (L12-L21)/2 = +0.0000+4.0000i GeV^2
  spinors:        W+ = 9.0000, W- = 1.0000 GeV^2
  +4i eps (e=-1): W+ = 9.0000, W- = 1.0000 GeV^2
  -4i eps (e=-1): W+ = 1.0000, W- = 9.0000 GeV^2
  asymmetry (W+ - W-)/(W+ + W-) = 0.8000
backward: h=-1, E=1 GeV, theta=0 deg, phi=0 deg; E'=1 GeV, theta'=180 deg, phi'=0 deg
  k  (GeV) = [1. 0. 0. 1.]  k' (GeV) = [ 1.  0.  0. -1.]
  k.k' = 2.0000 GeV^2, (L11+L22)/2 = 4.0000 GeV^2
  (L12-L21)/2 = +0.0000+4.0000i GeV^2
  spinors:        W+ = 8.0000, W- = 0.0000 GeV^2
  +4i eps (e=-1): W+ = 8.0000, W- = 0.0000 GeV^2
  -4i eps (e=-1): W+ = 0.0000, W- = 8.0000 GeV^2
  asymmetry (W+ - W-)/(W+ + W-) = 1.0000
backward: Jz in = -0.50, Jz out = +0.50, change = +1.00 (hbar)
```
